# Two-photon decay of parapositronium: lowest-order rate and its accuracy, part 1

(Sections cited here and not found follow in the second part.)

**Setting and conventions.** Positronium is the bound state of an electron (mass \(m\), charge \(-e\)) and a positron. The atom is at rest in vacuum, with no external fields. Units are \(\hbar=c=1\) with Heaviside–Lorentz charge, \(e^2=4\pi\alpha\), because the annihilation amplitude is governed by the scale \(m\); numbers are given in powers of \(m\), and only the final rate and lifetimes are converted to SI. The metric is \((+,-,-,-)\), \(\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}\), and \(\not a=a^0\gamma^0-\mathbf a\cdot\boldsymbol\gamma\). The Dirac representation is used,
\[
\gamma^0=\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\gamma^i=\begin{pmatrix}0&\sigma^i\\-\sigma^i&0\end{pmatrix},\quad
\alpha^i=\gamma^0\gamma^i=\begin{pmatrix}0&\sigma^i\\\sigma^i&0\end{pmatrix},
\]
with \((\not p-m)u=0\), \(\bar v(\not p+m)=0\) and \(u^\dagger u=v^\dagger v=2E\). The Feynman rules of QED may be assumed: vertex \(ie\gamma^\mu\), propagator \(i(\not q+m)/(q^2-m^2)\), a factor \(\epsilon^*_\mu\) for each outgoing photon, and \(i\mathcal M\) equal to the sum of diagrams. Data: \(\alpha=0.0072973526\) and \(mc^2/\hbar=7.763441\times10^{20}\ \mathrm{s^{-1}}\).

The numerical checks tests the main steps numerically and supplies the main numerical values.

## Part (a)

*Write the lowest-order amplitude for \(e^-(p_1)\,e^+(p_2)\to\gamma(k_1,\epsilon_1)\,\gamma(k_2,\epsilon_2)\), show that it is unchanged by \(\epsilon_1^*\to\epsilon_1^*+\lambda k_1\), and reduce it to two-component form when both fermions are at rest.*

**Answer.** The electron line emits photon 1 and then photon 2, or the reverse. The two diagrams differ by an exchange of bosons and so add with the same sign. The factors of each are \((ie)^2\,i=-ie^2\), hence
\[
\mathcal M=-e^2\,\bar v(p_2)\left[\frac{\not\epsilon_2^*(\not p_1-\not k_1+m)\not\epsilon_1^*}{(p_1-k_1)^2-m^2}+\frac{\not\epsilon_1^*(\not p_1-\not k_2+m)\not\epsilon_2^*}{(p_1-k_2)^2-m^2}\right]u(p_1).\tag{1}
\]
Here \(\not\epsilon^*\) means \(\epsilon^*_\mu\gamma^\mu\).

*Gauge invariance.* Replace \(\epsilon_1^*\) by \(k_1\). In the first term put \(q=p_1-k_1\). Since \((\not p_1-m)u=0\), we have \(\not k_1u=-(\not q-m)u\), and \((\not q+m)(\not q-m)=q^2-m^2\) cancels the denominator, leaving \(-\bar v\not\epsilon_2^*u\). In the second term momentum conservation gives \(q'=p_1-k_2=k_1-p_2\). Since \(\bar v(\not p_2+m)=0\), we have \(\bar v\not k_1=\bar v(\not q'-m)\), which leaves \(+\bar v\not\epsilon_2^*u\). The sum vanishes, and the same holds for photon 2. Multiples of \(k\) may therefore be added to make \(\epsilon^0=0\) in the rest frame of the pair, and \(\epsilon\cdot k=0\) then makes \(\boldsymbol\epsilon\) transverse.

*Kinematics at rest.* With \(p_1=p_2=p=(m,\mathbf 0)\), conservation of momentum and energy gives \(k_1=m(1,\mathbf n)\), \(k_2=m(1,-\mathbf n)\), where \(\mathbf n\) is a unit vector and \(\boldsymbol\epsilon_{1,2}\cdot\mathbf n=0\). Both denominators equal \(-2p\cdot k=-2m^2\).

*First simplification.* Anticommuting, \((\not p+m)\not\epsilon^*u=2p\cdot\epsilon^*\,u-\not\epsilon^*(\not p-m)u\). The first term vanishes because \(\epsilon^0=0\) and \(p\) has only a time component; the second vanishes by the Dirac equation. Only \(-\not k\) survives in each numerator, and \((-e^2)(-1)/(-2m^2)=-e^2/2m^2\):
\[
\mathcal M=-\frac{e^2}{2m^2}\,\bar v\left[\not\epsilon_2^*\not k_1\not\epsilon_1^*+\not\epsilon_1^*\not k_2\not\epsilon_2^*\right]u.\tag{2}
\]
Write \(\hat a=\mathbf a\cdot\boldsymbol\gamma\), and let \(\hat\epsilon_j=\boldsymbol\epsilon_j^*\cdot\boldsymbol\gamma\). Then \(\not\epsilon_j^*=-\hat\epsilon_j\), the two minus signs in each term cancel, and \(\not k_1=m(\gamma^0-\hat n)\), \(\not k_2=m(\gamma^0+\hat n)\). At rest the Dirac equations read \(\gamma^0u=u\) and \(\gamma^0v=-v\), so
\[
u=\sqrt{2m}\begin{pmatrix}\xi\\0\end{pmatrix},\qquad v=\sqrt{2m}\begin{pmatrix}0\\\eta\end{pmatrix},\qquad \bar v=\sqrt{2m}\,(0,\,-\eta^\dagger),
\]
with unit two-spinors \(\xi,\eta\).

*The \(\gamma^0\) terms.* Because \(\gamma^0\) anticommutes with spatial matrices and \(\{\hat a,\hat b\}=-2\,\mathbf a\cdot\mathbf b\),
\[
\hat\epsilon_2\gamma^0\hat\epsilon_1+\hat\epsilon_1\gamma^0\hat\epsilon_2=-\gamma^0\{\hat\epsilon_1,\hat\epsilon_2\}=2\,\boldsymbol\epsilon_1^*\!\cdot\boldsymbol\epsilon_2^*\;\gamma^0 .
\]
This contributes \(\bar v\gamma^0u=v^\dagger u=0\), since \(u\) has only upper and \(v\) only lower components.

*The \(\hat n\) terms.* These are \(-m[\hat\epsilon_2\hat n\hat\epsilon_1-\hat\epsilon_1\hat n\hat\epsilon_2]\). Transversality makes \(\hat n\) anticommute with both \(\hat\epsilon_j\), so the bracket is \(-\hat n\hat\epsilon_2\hat\epsilon_1+\hat n\hat\epsilon_1\hat\epsilon_2=\hat n[\hat\epsilon_1,\hat\epsilon_2]\). Block multiplication gives \(\gamma^i\gamma^j=-\mathrm{diag}(\sigma^i\sigma^j,\sigma^i\sigma^j)\), and \([\boldsymbol\sigma\cdot\mathbf a,\boldsymbol\sigma\cdot\mathbf b]=2i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\). The cross product of two transverse vectors lies along \(\mathbf n\), so define
\[
D=\mathbf n\cdot(\boldsymbol\epsilon_1^*\times\boldsymbol\epsilon_2^*),\qquad \boldsymbol\epsilon_1^*\times\boldsymbol\epsilon_2^*=D\,\mathbf n .
\]
With \(\sigma_n=\boldsymbol\sigma\cdot\mathbf n\) and \(\sigma_n^2=1\),
\[
\hat n[\hat\epsilon_1,\hat\epsilon_2]=-2iD\begin{pmatrix}0&\sigma_n\\-\sigma_n&0\end{pmatrix}\begin{pmatrix}\sigma_n&0\\0&\sigma_n\end{pmatrix}=-2iD\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\]
The last matrix turns \((\xi,0)\) into \((0,-\xi)\), so between \(\bar v\) and \(u\) it gives \(2m\,\eta^\dagger\xi\). The bracket in (2) is \((-m)(-2iD)(2m\,\eta^\dagger\xi)=4im^2D\,\eta^\dagger\xi\), and
\[
\mathcal M=-2ie^2\,\mathbf n\cdot(\boldsymbol\epsilon_1^*\times\boldsymbol\epsilon_2^*)\;\eta^\dagger\xi.\tag{3}
\]
Exchanging the photons, \(\mathbf n\to-\mathbf n\) and \(\boldsymbol\epsilon_1\leftrightarrow\boldsymbol\epsilon_2\), leaves \(D\) unchanged, as Bose symmetry requires. The program tests (3) against the explicit \(4\times4\) evaluation of (1) for random directions, spinors and complex polarizations, and tests gauge invariance at a random finite momentum.

## Part (b)

*Relate \(\eta\) to the physical spin state \(\chi\) of the positron. Evaluate the spin factor for each state of definite total spin, and state which part of the result survives beyond lowest order.*

**Answer.** The spinor \(\eta\) is not the positron's spin state, because \(v\) multiplies a creation operator in the field. Keep only the zero-momentum modes in a box of volume \(V\),
\[
\psi=V^{-1/2}\sum_s\left[b_s\begin{pmatrix}\xi_s\\0\end{pmatrix}+d_s^\dagger\begin{pmatrix}0\\\eta_s\end{pmatrix}\right].
\]
These modes carry no orbital angular momentum, and the spin operator is \(\mathbf S=\int\psi^\dagger\,\tfrac12\,\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)\,\psi\,d^3x\). Its positron part is \(\sum_{rs}\tfrac12\eta_r^\dagger\boldsymbol\sigma\eta_s\,d_rd_s^\dagger\). Anticommuting gives \(d_rd_s^\dagger=\delta_{rs}-d_s^\dagger d_r\), and the constant vanishes because \(\boldsymbol\sigma\) is traceless. The matrix element between one-positron states is then \(\langle s|\mathbf S|r\rangle=-\tfrac12\eta_r^\dagger\boldsymbol\sigma\eta_s\). For \(\chi\) to be the physical spinor this must equal \(\tfrac12\chi_s^\dagger\boldsymbol\sigma\chi_r\). Take
\[
\eta=-i\sigma^2\chi^*,\qquad \eta^\dagger=\chi^{T}\,i\sigma^2 .
\]
The identity \(\sigma^2\boldsymbol\sigma\sigma^2=-\boldsymbol\sigma^*\) holds component by component: \(\sigma^1\) and \(\sigma^3\) are real and anticommute with \(\sigma^2\), while \(\sigma^2\) is imaginary and commutes with itself. Therefore
\[
\eta_r^\dagger\boldsymbol\sigma\eta_s=\chi_r^T\sigma^2\boldsymbol\sigma\sigma^2\chi_s^*=-\chi_r^T\boldsymbol\sigma^*\chi_s^*=-(\chi_r^\dagger\boldsymbol\sigma\chi_s)^*=-\chi_s^\dagger\boldsymbol\sigma\chi_r ,
\]
which is the required relation. In four components this choice is \(v=i\gamma^2u^*\), with \(u\) built on \(\chi\). The program tests the equivalent statement that rotating \(\chi\) as an ordinary spinor rotates \(v\) as a Dirac spinor.

Since \(i\sigma^2=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\),
\[
\eta^\dagger\xi=\chi^Ti\sigma^2\xi=\chi_1\xi_2-\chi_2\xi_1 ,
\]
which is linear in both spinors and antisymmetric under their exchange. Listing the electron first, the values are \(0,-1,+1,0\) for \(\uparrow\uparrow,\uparrow\downarrow,\downarrow\uparrow,\downarrow\downarrow\). The three triplet states are symmetric and give zero. The singlet \((\uparrow\downarrow-\downarrow\uparrow)/\sqrt2\) gives \((-1-1)/\sqrt2=-\sqrt2=-1.414214\), so
\[
\mathcal M_{\rm singlet}=2\sqrt2\,i\,e^2D,\qquad \mathcal M_{\rm triplet}=0.\tag{4}
\]
The program obtains the four states by diagonalizing \(\mathbf S^2\) and tests that only the eigenvector with eigenvalue zero couples.

The vanishing for the triplet S state follows from a symmetry. Charge conjugation \(C\) exchanges \(b^\dagger\) and \(d^\dagger\) of equal momentum and physical spin. Restoring the operator order in \(b^\dagger d^\dagger|0\rangle\) costs \(-1\), exchanging the spin labels costs \((-1)^{S+1}\), and reversing the relative momentum costs \((-1)^L\). The pair has \(C=(-1)^{L+S}\). The current is odd under \(C\), so the photon field is odd and \(N\) photons have \(C=(-1)^N\). To all orders in QED the \(^3S_1\) state cannot decay to two photons and the \(^1S_0\) state cannot decay to three. The rule concerns \(L+S\), so \(C\) does not forbid a triplet pair in a P wave from annihilating into two photons; which values of \(J\) can do so is a separate question, decided by angular momentum and Bose symmetry.

## Part (c)

*Find the polarization correlations of the photons from the singlet state, and \(\sum_{\rm pol}|\mathcal M|^2\) for the singlet and for unpolarized spins.*

**Answer.** Take \(\mathbf n=\mathbf z\). For linear polarizations \(D=0\) for \(xx\) and \(yy\), \(D=+1\) for \(xy\) and \(D=-1\) for \(yx\). The photons are never found with parallel linear polarizations, and for perpendicular ones \(|\mathcal M|=2\sqrt2\,e^2=2.828427\,e^2\). Thus \(\sum|D|^2=2\) and
\[
\sum_{\rm pol}|\mathcal M_{\rm singlet}|^2=8e^4\times2=16e^4,\qquad \overline{\sum_{\rm pol}|\mathcal M|^2}=\tfrac14(16e^4+3\times0)=4e^4.\tag{5}
\]
Neither depends on \(\mathbf n\): the singlet has \(J=0\), and the unpolarized average comes from the singlet alone.

For helicities \(h_{1,2}=\pm1\), photon 1 has \(\boldsymbol\epsilon_1=(\mathbf x+ih_1\mathbf y)/\sqrt2\). Photon 2 travels along \(-\mathbf z\), for which \((\mathbf x,-\mathbf y,-\mathbf z)\) is a right-handed triad, so \(\boldsymbol\epsilon_2=(\mathbf x-ih_2\mathbf y)/\sqrt2\). After conjugation the \(z\) component of the cross product is
\[
D=\tfrac12\left[(1)(ih_2)-(-ih_1)(1)\right]=\tfrac i2(h_1+h_2).
\]
By (4), \(\mathcal M_{++}=-2\sqrt2\,e^2\), \(\mathcal M_{--}=+2\sqrt2\,e^2\) and \(\mathcal M_{+-}=\mathcal M_{-+}=0\), and the sum of squares is again \(16e^4\). Opposite helicities carry angular momentum \(\pm2\) along \(\mathbf n\), which a \(J=0\) state cannot supply. Under parity the three vectors in \(D\) all change sign, so \(D\to-D\). The two-photon state has odd parity, and this is the meaning of the relative minus sign between \(\mathcal M_{++}\) and \(\mathcal M_{--}\).

## Part (d)

*Using unit-normalized states in a box, rederive the transition element by second-order perturbation theory with the Dirac Hamiltonian, and obtain the limit of \(\sigma v\) as \(v\to0\) for the singlet and for unpolarized spins. Ignore the Coulomb attraction here.*

Parts (a) to (c) have established the lowest-order amplitude at rest, shown that only the spin singlet contributes to it, and found the photon polarization correlations and sums. What remains is to answer part (d), and then to find the decay rates of the 1S and 2S states, evaluate them and assess their accuracy.

Numbers in the example were calculated in double precision.
